# Does a Converged Semilocal SCF Show That an Atomic Anion Is Bound?

**Q:** I ran H⁻ with LDA in a Gaussian basis. The SCF converged, and the ion came out lower in energy than the neutral atom. I conclude that LDA binds the second electron. The HOMO energy is positive, but I take that to be the usual poor quality of Kohn-Sham orbital energies. Is anything wrong?

**A:** The conclusion does not follow. Convergence says that the energy is stationary within the span of your basis. If that span contains no function far from the nucleus, the electron has not been offered the alternative of leaving. The positive HOMO energy is a statement about that alternative, so it deserves a closer look.

Let us fix the setting: Hartree atomic units, nuclear charge $Z$, $N=Z+1$ electrons, and for H⁻ a restricted calculation with one doubly occupied $s$ orbital. "LDA" means Slater exchange with PW92 correlation.

**Q:** What does the outermost electron feel at large distance?

**A:** Outside the charge cloud the Hartree potential is $N/r$ and the nucleus gives $-Z/r$. For LDA and PBE, $v_{xc}$ depends on the local density and its derivatives, and it dies away with the density. Hence

$$v(r)\to\frac{N-Z}{r}=+\frac1r .$$

The electron is repelled by a full negative charge, which includes its own contribution to $v_H$. For the compact LDA density, $r\,v(r)$ is 1.0000 at 25.1 bohr.

In a basis whose smallest exponent is 0.040 bohr⁻², the LDA HOMO lies at 0.0700 hartree. The potential rises to 0.0996 hartree at 3.70 bohr and then falls towards zero. The orbital is therefore held behind a barrier. On the tail $1/r$, motion at this energy is classically allowed again beyond $1/0.0700\approx14$ bohr, where a solution oscillates instead of decaying. This is a resonance confined by the basis, not a bound state.

**Q:** But the affinity is positive. Surely that means the second electron wants to stay?

**A:** In that basis the energy difference $E(\mathrm H)-E(\mathrm H^-)$, with a spin-polarized neutral atom, is 0.0316 hartree, or 0.86 eV. It compares two whole-number endpoints and says nothing about what lies between them. To see that, put $n$ electrons into the orbital, with density $\rho=n|\varphi|^2$. With $h$ the kinetic energy plus nuclear attraction,

$$E(n)=\min_\varphi\left\{n\langle\varphi|h|\varphi\rangle+E_H[n|\varphi|^2]+E_{xc}[n|\varphi|^2]\right\}.$$

When $n$ changes, $\varphi$ changes too. For a real orbital, that indirect contribution is

$$2n\langle\partial_n\varphi|F|\varphi\rangle=2n\varepsilon\langle\partial_n\varphi|\varphi\rangle=n\varepsilon\,\frac{d}{dn}\langle\varphi|\varphi\rangle=0,$$

where $F=h+v_H+v_{xc}$ and $F\varphi=\varepsilon\varphi$. The explicit dependence on $n$ remains:

$$\frac{dE}{dn}=\langle\varphi|h|\varphi\rangle+\int(v_H+v_{xc})|\varphi|^2\,d^3r=\varepsilon(n).$$

At $n=1.7$ a finite difference of total energies and the orbital energy both give $-0.00355$ hartree.

If $\varepsilon(n)$ rises through zero at some $n_c<2$, the energy has a minimum there. With $\varepsilon>0$ between $n_c$ and 2,

$$E(2)-E(n_c)=\int_{n_c}^{2}\varepsilon(n)\,dn>0 .$$

Above $n_c$ this curve needs a moderate basis that holds the orbital in place, so $E(2)$ depends on that basis. At $n_c$ there is no such difficulty. The tail is $(n_c-1)/r$, and at zero energy the radial function $u=r\varphi$ obeys $u''=2(n_c-1)u/r$. For $n_c>1$ its decaying solution falls, to leading exponential order, as $\exp[-\sqrt{8(n_c-1)r}]$. That orbital is normalizable.

**Q:** Where is $n_c$ for this ion?

**A:** With smallest exponent 0.0064 bohr⁻², LDA gives $n_c=1.715$, so 0.285 electrons are in excess. The energy difference is

$$E(2)-E(n_c)=-0.514219+0.521635=0.007416\ \text{hartree},$$

or 0.20 eV. A denser basis (ratio 1.7 between exponents) leaves $n_c$ at 1.715 and lowers $E(n_c)$ by $3\times10^{-6}$ hartree. If $\varepsilon(n)$ were a straight line, the integral would be the triangle $\tfrac12(0.04445)(0.2846)=0.00633$ hartree. This is 15% below the true difference, so on average $\varepsilon(n)$ lies above that line.

**Q:** My program does not use fractional occupations. Its orbital holds two electrons, full stop. How could it ever reach $n_c$?

**A:** The occupation is an integer, but the orbital need not be in one place. Let $\varphi_b$ be the bound orbital for $n$ electrons and let $\chi_R(\mathbf r)=R^{-3/2}g(\mathbf r/R)$ be a normalized, smooth, localized function spread over a length $R$. Take

$$\varphi=a\varphi_b+b\chi_R,\qquad a^2=\frac n2,\quad b^2=1-\frac n2 .$$

The density of two electrons in this orbital is

$$2|\varphi|^2=n|\varphi_b|^2+(2-n)|\chi_R|^2+4ab\,\varphi_b\chi_R .$$

Now let $R$ grow and follow each piece.

- The overlap $\langle\varphi_b|\chi_R\rangle$ is at most $R^{-3/2}\max|g|\int|\varphi_b|\,d^3r$. It vanishes, and with it the cross density and the correction to the norm.
- The kinetic energy of the cloud scales as $R^{-2}$, because each gradient brings $1/R$. The kinetic cross term vanishes at least as fast as $R^{-5/2}$.
- The cloud's Coulomb energies, with the nucleus, with the inner electrons and with itself, scale as $1/R$.
- The cloud density scales as $R^{-3}$, so its LDA exchange energy, proportional to $\int\rho^{4/3}d^3r$, scales as $R^{-4}R^3=1/R$. PW92 correlation per electron behaves as $\rho^{1/3}$ at low density and gives the same power. For PBE the exchange enhancement factor is bounded, and the correlation energy lies between its LDA value and zero, so these vanish too.

What remains is $E[\varphi]\to E(n)$. Choosing $n=n_c$ shows that an ordinary doubly occupied orbital can come as close as we like to $E(n_c)$. The equality holds in the limit $R\to\infty$. The argument makes $E(n_c)$ an upper bound on the lowest two-electron energy, not necessarily its value. A lump of charge $q$ and size $R$ placed much farther than $R$ from the ion has Hartree self-energy proportional to $q^2/R$, exchange energy proportional to $-q^{4/3}/R$ and kinetic energy proportional to $q/R^2$, so for small $q$ and large $R$ its energy is negative. One distant Gaussian lump holding about 0.31 electrons brings the total to −0.5241 hartree, 0.0025 below $E(n_c)$, with an orbital energy near −0.006 hartree. Even a thin spherical shell around the nucleus, of radius $10^4$ bohr and width about 80 bohr, lies $6\times10^{-6}$ hartree below $E(n_c)$. The widely spaced $s$ bases used here can form neither shape; such clouds only lower the energy further below that of the compact ion.

**Q:** I did use an augmented basis, and I saw nothing escape. How diffuse must a function be?

**A:** Estimate the cost of placing an electron in one normalized Gaussian, $\chi=(2\alpha/\pi)^{3/4}e^{-\alpha r^2}$, outside a unit negative charge. Its density is proportional to $e^{-2\alpha r^2}$, with variance $1/(4\alpha)$ along each axis, so $\langle r^2\rangle=3/(4\alpha)$. Since $\nabla\chi=-2\alpha\mathbf r\chi$,

$$\langle T\rangle=\tfrac12\,4\alpha^2\langle r^2\rangle=\tfrac32\alpha .$$

The repulsion is

$$\left\langle\frac1r\right\rangle=4\pi\left(\frac{2\alpha}{\pi}\right)^{3/2}\int_0^\infty re^{-2\alpha r^2}dr=\frac{\pi}{\alpha}\left(\frac{2\alpha}{\pi}\right)^{3/2}=2\sqrt{\frac{2\alpha}{\pi}},$$

because the integral equals $1/(4\alpha)$. The cost is therefore

$$w(\alpha)=\tfrac32\alpha+2\sqrt{2\alpha/\pi}.$$

For $\alpha=1.638\times10^{-4}$ bohr⁻² this is $0.00025+0.02042=0.02067$ hartree. Integration over the actual LDA potential of the compact ion gives 0.02034 hartree.

At $\alpha=0.040$ and 0.0064 bohr⁻² the formula gives 0.379 and 0.137 hartree, but it overstates the cost there, because these Gaussians overlap the ion, where the potential is far below $1/r$. Their size is the better guide. The root-mean-square radii $\sqrt{3/(4\alpha)}$ are 4.3 and 11 bohr, while in the self-consistent potentials the outer allowed region begins at 14 and 15 bohr; in the second basis the extended density keeps the potential well below $1/r$ there. With smallest exponent 0.040 no charge reaches that region, and the SCF looks healthy because the exit is missing. With 0.0064 the charge has begun to move out: 0.087 electrons lie beyond 10 bohr, against 0.005 for the ion at $n_c$, and 0.023 lie beyond the turning point, but the basis lets them go no farther.

**Q:** So the electron starts to leave when $w(\alpha)$ drops below the HOMO energy?

**A:** That is a rough guide, not a threshold. Moving a small charge $q$ changes the energy by about $q(w-\varepsilon)$ if the overlap of the two functions and the energy of the cloud itself are neglected. When $w$ is well below $\varepsilon$, transfer pays. The calculation shows that it can begin earlier. The second and third rows below each add two functions to the previous one and the last row adds six, with ratio 2.5 between neighbouring exponents.

| $\alpha_{\min}$ (bohr⁻²) | $E$ (hartree) | HOMO (hartree) | electrons beyond 30 bohr |
|---|---|---|---|
| $6.4\times10^{-3}$ | −0.51422 | 0.0445 | 0.000 |
| $1.0\times10^{-3}$ | −0.51755 | 0.0161 | 0.212 |
| $1.6\times10^{-4}$ | −0.52019 | 0.0052 | 0.274 |
| $6.7\times10^{-7}$ | −0.52156 | 0.0003 | 0.284 |

For the most diffuse Gaussian of the second row the formula gives 0.053 hartree, more than the previous HOMO energy of 0.044, yet 0.212 electrons already lie beyond 30 bohr. The formula treats the ion as a point charge, so it still overstates the cost of this Gaussian, which overlaps the ion. Integration over the actual potential of the first-row ion gives 0.039 hartree, already below that HOMO energy, so this correction alone makes the transfer pay. It also leaves out the negative exchange-correlation energy of the cloud, the freedom to combine several Gaussians, and the weaker repulsion once part of the charge has left the core. I have not separated the shares of these three.

**Q:** Does the escape stop, or will the whole electron go if I continue?

**A:** In these bases, which can form only smooth, spread-out clouds, it stops at the fractional value. In the last row 0.2843 electrons are far away, while the separate fractional-occupation calculation predicts $2-n_c=0.2846$. With a cloud whose own energy vanishes as it spreads, removing more would cost energy, because $\varepsilon(n)$ is negative just below $n_c$.

In these bases the approach to $E(n_c)$ is slow. The leading cost of the cloud is $C(n)/R$, and $R$ grows as $\alpha_{\min}^{-1/2}$. Minimizing $E(n)+C(n)/R$ shifts $n$ from $n_c$ by an amount of order $1/R$; since $E(n)$ is stationary at $n_c$, this alters the energy at order $1/R^2$. The gap to $E(n_c)$ should thus follow $\sqrt{\alpha_{\min}}$ at leading order. Two more functions reduce $\alpha_{\min}$ by $2.5^2$, so the gap should shrink by 2.5. The last two gaps, 0.000199 and 0.000077 hartree, have a ratio of 2.58.

The HOMO energy tends to zero for the same reason. One orbital has one eigenvalue, and its distant part has an energy of order $1/R$. The tiny positive HOMO energy in the last row is thus a sign that charge has left. Its size does not tell how much has left or how close the ion is to binding; for that, look at the charge at large radius.

**Q:** Could this be a peculiarity of LDA, or of the diffuse basis itself?

**A:** PBE behaves in the same way. Its $n_c$ is 1.707, and 0.293 electrons lie beyond 30 bohr in the most diffuse basis.

Restricted Hartree-Fock provides the control. For two electrons in one orbital, exchange acting on that orbital cancels half of $v_H$. The tail becomes

$$-\frac1r+\frac12\cdot\frac2r=0,$$

so the self-repulsion that produced the $+1/r$ is gone. The HOMO energy is −0.0462 hartree, and in the same most diffuse basis only about $4\times10^{-8}$ electrons lie beyond 30 bohr. Diffuse functions do not expel charge by themselves; they reveal whether the functional holds it.

**Q:** Then a negative HOMO energy proves that the anion is stable?

**A:** No. It shows that losing a small amount of charge from that orbital raises the energy. The restricted Hartree-Fock energy of H⁻ is −0.4879 hartree, above the $-\tfrac12$ hartree of a neutral hydrogen atom with a free electron at rest. Restricted Hartree-Fock omits correlation, and an unrestricted calculation could find the lower, separated state. Stability against small leakage and a positive affinity are two questions, and each needs its own check.

Lifting the restriction does not make the compact restricted LDA or PBE ion the lowest state. An unrestricted calculation includes all restricted orbitals among its choices, so it too can reach energies below that of this ion. The escaping charges given here are for restricted orbitals; they do not carry over to an unrestricted calculation.

**Q:** What should I do with my converged anion?

**A:** Look at the sign of the HOMO energy for that ion and that functional. A positive value is a warning, not yet a verdict, because a poor basis can also raise the HOMO energy above zero. Then add diffuse functions over several decades of exponent and watch the energy, the HOMO and the charge at large radius. If the HOMO energy turns negative and settles there while no charge moves outwards, the positive value came from the basis. The sign alone is not enough: where the basis can hold a self-bound lump far from the ion, the HOMO energy is negative although charge has left. If it sinks towards zero from above while charge moves outwards, the functional does not hold all the electrons. Plain SCF iteration may fail to converge once charge can escape, and minima close in energy appear; the table above comes from direct minimization of the energy. The integration grid must reach as far as the functions do: for the smallest exponent used here, $\alpha^{-1/2}$ is about 1200 bohr.

If you keep the compact-basis energy as an estimate of the affinity, state the basis and call the ion confined. The value is not a basis-set limit. Going from a smallest exponent of 0.040 to 0.0064 bohr⁻² already lowers the LDA ion by $0.514219-0.510272=0.0039$ hartree, before any charge appears beyond 30 bohr. The numerical output gives the remaining rows for all three methods.

## Values computed for the example and the checks

```
H-, restricted, s Gaussians; energies in hartree
exponent ratio 2.5, largest exponent 381.47 bohr^-2
compact basis: 11 functions, smallest 0.040 bohr^-2
LDA PySCF compact: E -0.51027, HOMO 0.07002 hartree
LDA compact affinity E(H)-E(H-): 0.03157 hartree = 0.859 eV
PBE PySCF compact: E -0.52345, HOMO 0.07359 hartree
PBE compact affinity E(H)-E(H-): 0.02346 hartree = 0.638 eV
r*v at r = 25.1 bohr: LDA 1.0000, HF 0.0000
LDA barrier top 0.0996 hartree at 3.72 bohr
cost of Gaussian 1.638e-04 bohr^-2: formula 0.02067, grid 0.02034 hartree
LDA n=1.7: dE/dn -0.00355, eps -0.00355 hartree
LDA: alpha_min/bohr^-2, E, HOMO, cost (hartree), electrons beyond 30 bohr
  4.000e-02 -0.510272 0.07002 0.37915 0.0000
  6.400e-03 -0.514219 0.04445 0.13726 0.0000
  1.024e-03 -0.517549 0.01607 0.05260 0.2120
  1.638e-04 -0.520191 0.00518 0.02067 0.2742
  2.621e-05 -0.521109 0.00182 0.00821 0.2817
  4.194e-06 -0.521436 0.00068 0.00327 0.2836
  6.711e-07 -0.521558 0.00026 0.00131 0.2843
PBE: alpha_min/bohr^-2, E, HOMO (hartree), electrons beyond 30 bohr
  4.000e-02 -0.523449 0.07359 0.0000
  6.400e-03 -0.527675 0.04671 0.0000
  2.621e-05 -0.535190 0.00189 0.2900
  6.711e-07 -0.535661 0.00027 0.2926
LDA n_c 1.7154, escaping charge 0.2846 electrons
LDA E(n_c) -0.521635 hartree; E(2)-E(n_c) 0.007416 hartree = 0.2018 eV
LDA triangle estimate eps(2)*(2-n_c)/2: 0.006325 hartree
PBE n_c 1.7070, escaping charge 0.2930 electrons
PBE E(n_c) -0.535743 hartree; E(2)-E(n_c) 0.008068 hartree = 0.2195 eV
PBE triangle estimate eps(2)*(2-n_c)/2: 0.006842 hartree
LDA last gaps to E(n_c): 0.000199, 0.000077 hartree
gap ratio 2.580, square-root law 2.500
HF: alpha_min/bohr^-2, E, HOMO (hartree), electrons beyond 30 bohr
  4.000e-02 -0.486925 -0.04194 4.1e-31
  1.024e-03 -0.487927 -0.04622 3.8e-08
  6.711e-07 -0.487927 -0.04622 3.6e-08
```
